# Screened exchange and Coulomb hole from a single-pole dielectric function, part 2

The aim is the GW self-energy $\Sigma_{nn'}(\mathbf k,E)$ of a crystal of volume $V$, from a mean-field Green function $G$ and an inverse dielectric matrix with one pole per element. Hartree atomic units are used, and the Hamiltonian is real. With $\mathbf Q=\mathbf q+\mathbf G$, $\mathbf Q'=\mathbf q+\mathbf G'$ and $v(\mathbf Q)=4\pi/|\mathbf Q|^2$, two-point functions are expanded as

$$F(\mathbf r,\mathbf r')=\frac1V\sum_{\mathbf q\mathbf G\mathbf G'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,F_{\mathbf G\mathbf G'}(\mathbf q)\,e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'},\tag{2}$$

The screened interaction $W$, with $W^c=W-v$, follows from the density response $\chi$:

$$\epsilon^{-1}_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}+v(\mathbf Q)\chi_{\mathbf G\mathbf G'},\qquad W_{\mathbf G\mathbf G'}=\epsilon^{-1}_{\mathbf G\mathbf G'}\,v(\mathbf Q').\tag{3}$$

In the random-phase approximation (RPA) $\epsilon^{-1}=(1-v\chi_0)^{-1}$. For excited states $|s\rangle$ with excitation energies $\omega_s>0$, $w_s=\omega_s-i\eta$ and real $n_s(\mathbf r)=\langle0|\hat\rho(\mathbf r)|s\rangle$,

$$\chi_{\mathbf G\mathbf G'}(\mathbf q,\omega)=\frac1V\sum_s\tilde n_s(\mathbf Q)\,\tilde n_s^*(\mathbf Q')\,\frac{2w_s}{\omega^2-w_s^2},\qquad\tilde n_s(\mathbf Q)=\int e^{-i\mathbf Q\cdot\mathbf r}n_s(\mathbf r)\,d^3r.\tag{5}$$

The model is

$$\epsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q,\omega)=\delta_{\mathbf G\mathbf G'}+\frac{A_{\mathbf G\mathbf G'}(\mathbf q)}{\omega^2-w^2},\qquad w=\tilde\omega_{\mathbf G\mathbf G'}(\mathbf q)-i\eta,\quad\tilde\omega>0\ \text{real}.\tag{6}$$

Orbital $m$ has energy $E_m$, occupation $f_m=1$ or $0$, and $s_m=+1$ (occupied) or $-1$ (empty). With $x=E-E_{m,\mathbf k-\mathbf q}$ and $x_\eta=x-i\eta s_m$, the integral $I^c_m=\frac{i}{2\pi}\int d\omega\,\frac{1}{\omega+x_\eta}\,\frac{A}{\omega^2-w^2}$, closed in the upper half plane, is

$$I^c_m=-f_m\frac{A}{x_\eta^2-w^2}+\frac{A}{2w\,(x_\eta-w)}.\tag{12}$$

The pole of $G$ lies at $\omega=-x_\eta$, those of $W$ at $\pm w$. With $M_{mn}(\mathbf G)=\langle m,\mathbf k-\mathbf q|\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,|n\mathbf k\rangle$, the limit $\eta\to0$ gives the screened exchange (SX) and the Coulomb hole (COH):

$$\Sigma^{\rm SX}_{nn'}(\mathbf k,E)=-\frac1V\sum_{m}^{\rm occ}\sum_{\mathbf q\mathbf G\mathbf G'}M^*_{mn}(\mathbf G)M_{mn'}(\mathbf G')\left[\delta_{\mathbf G\mathbf G'}+\frac{A_{\mathbf G\mathbf G'}}{(E-E_{m,\mathbf k-\mathbf q})^2-\tilde\omega^2_{\mathbf G\mathbf G'}}\right]v(\mathbf q+\mathbf G'),\tag{14}$$

$$\Sigma^{\rm COH}_{nn'}(\mathbf k,E)=\frac1{2V}\sum_{m}^{\rm all}\sum_{\mathbf q\mathbf G\mathbf G'}M^*_{mn}(\mathbf G)M_{mn'}(\mathbf G')\,\frac{A_{\mathbf G\mathbf G'}\,v(\mathbf q+\mathbf G')}{\tilde\omega_{\mathbf G\mathbf G'}\,\big(E-E_{m,\mathbf k-\mathbf q}-\tilde\omega_{\mathbf G\mathbf G'}\big)}.\tag{15}$$

Matrix indices are often omitted. "The program" accompanies the text; its model crystal is a one-dimensional insulator without an inversion centre.

## 5. The true poles of the sum

For an occupied state both terms of (12) are present. Over the common denominator $2w(x_\eta-w)(x_\eta+w)$ the numerator is $A[-2w+(x_\eta+w)]=A(x_\eta-w)$, which cancels one factor. For an empty state only the second term exists. Since $x_\eta+w=x+\tilde\omega-2i\eta$ for occupied $m$ and $x_\eta-w=x-\tilde\omega+2i\eta$ for empty $m$,

$$I^c_m=\frac{A}{2\tilde\omega}\left[\frac{f_m}{x+\tilde\omega-i0^+}+\frac{1-f_m}{x-\tilde\omega+i0^+}\right].\tag{16}$$

The occupied term is also what one finds directly by closing below, where only the pole at $+w$ is enclosed and the clockwise sense turns the prefactor into $+1$. The division into (14) and (15) thus reflects the choice of closing above, and only the sum has a meaning independent of that choice.

Equation (16) has two kinds of pole. At $E=E_m+\tilde\omega$ with $m$ empty, an added electron drops to level $m$ and emits a model plasmon. At $E=E_m-\tilde\omega$ with $m$ occupied, a hole rises to level $m$ and emits one. From $1/(y\mp i0^+)=\mathcal P/y\pm i\pi\delta(y)$, the imaginary part of $I^c$ for real $A$ is $+\pi A\,\delta(x+\tilde\omega)/2\tilde\omega$ for holes and $-\pi A\,\delta(x-\tilde\omega)/2\tilde\omega$ for electrons. Emission of a model plasmon is the only decay channel in the model, and away from these energies it gives no damping.

The pole at $x=+\tilde\omega$ that (14) and (15) each show for occupied $m$ is absent from the sum. It is not softened by $\eta$: for occupied $m$, $x_\eta-w=x-\tilde\omega$ with the imaginary parts cancelling, because the pole of $G$ and the upper pole of $W$ sit at the same height and merge. Near it the two terms behave as $\mp A/[2\tilde\omega(x-\tilde\omega)]$. For a strength (including the interaction) of $1$ Ha$^3$, $\tilde\omega=0.8$ Ha and $x=0.8001$ Ha, the real-axis quadrature gives $0.39060$ Ha, equal to $1/(2\times0.8\times1.6001)$ from (16), with no sign of a singularity; the program asserts this, and it asserts the algebraic recombination symbolically. An implementation should therefore accumulate the total from (16). If (14) and (15) are wanted separately, a broadening near $x=+\tilde\omega$ has to act on the common factor $1/(x-\tilde\omega)$, with the screened-exchange denominator written as $(x-\tilde\omega)(x+\tilde\omega)$. Replacing that factor by $y/(y^2+\gamma^2)$, $y=x-\tilde\omega$, in both terms multiplies the occupied term of (16) by $y^2/(y^2+\gamma^2)$, so the sum stays bounded but loses its finite value for $|y|\lesssim\gamma$, as it does if both terms are cut; the same $\gamma$ put into $x^2-\tilde\omega^2$ and into $x-\tilde\omega$ does not in general preserve the cancellation. Also, the screened-exchange denominator should be formed for occupied states only, since it vanishes at $x=-\tilde\omega$, where the contribution of an empty state is regular.

Equation (16) is the second-order self-energy of electrons coupled to a boson, which gives a check that involves no contour. Take $H=\sum_i\varepsilon_ic_i^\dagger c_i+\omega_0b^\dagger b+\sum_{i\ne j}g_{ij}c_i^\dagger c_j(b+b^\dagger)$ with real symmetric $g$. The propagator of $b+b^\dagger$ is (5) with one state of unit matrix element, $2\omega_0/(\omega^2-\omega_0^2)$, so $Av\to2\omega_0g^2$ and the prefactor in (16) becomes $g^2$. In Rayleigh–Schrödinger theory the second-order energy of a determinant is $\sum_{i\,\rm occ}\sum_{a\,\rm empty}g_{ia}^2/(\varepsilon_i-\varepsilon_a-\omega_0)$. Adding an electron to level $n$ opens the terms $g^2_{na}/(\varepsilon_n-\varepsilon_a-\omega_0)$ and blocks the terms $g_{in}^2/(\varepsilon_i-\varepsilon_n-\omega_0)$, whose removal adds $+g^2_{in}/(\varepsilon_n-\varepsilon_i+\omega_0)$. These are the empty and the occupied terms of (16) at $E=\varepsilon_n$. The program diagonalizes four levels at $-0.9$, $-0.4$, $0.3$, $0.8$ Ha, two of them filled, with $\omega_0=0.65$ Ha and the coupling matrix scaled by $0.02$. The exact shift of the removal level is $-8.717\times10^{-5}$ Ha against $-8.724\times10^{-5}$ Ha from SX plus COH, and that of the addition level is $7.869\times10^{-5}$ Ha against $7.877\times10^{-5}$ Ha. The differences are about $0.1\%$ of the exact shifts, and the program asserts that they fall by a factor near $2^4$ when the coupling is halved, as a fourth-order remainder must. The addition case contains an occupied level at $x=0.3-(-0.4)=0.7$ Ha, close to the cancelled pole at $0.65$ Ha.

## 6. Fixing the pole: static limit and f-sum rule

Equations (14) to (16) hold for any $A$ and any real $\tilde\omega>0$. The Hybertsen–Louie generalized plasmon-pole model fixes them from the two ends of the frequency axis.

At $\omega=0$ the model (6) gives $\delta-A/\tilde\omega^2$. Equating it to the computed static matrix,

$$\frac{A_{\mathbf G\mathbf G'}}{\tilde\omega^2_{\mathbf G\mathbf G'}}=D_{\mathbf G\mathbf G'}\equiv\delta_{\mathbf G\mathbf G'}-\epsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q,0).\tag{17}$$

At large $|\omega|$ the model gives $\epsilon^{-1}-\delta\to A/\omega^2$, while (3) and (5) give $\Omega^2/\omega^2$ with $\Omega^2_{\mathbf G\mathbf G'}=v(\mathbf Q)V^{-1}\sum_s2\omega_s\tilde n_s(\mathbf Q)\tilde n_s^*(\mathbf Q')$. This sum is a ground-state expectation value. Let $\hat\rho_{\mathbf Q}=\sum_je^{-i\mathbf Q\cdot\mathbf r_j}$ and measure $H$ from the ground-state energy, so that $H|0\rangle=0$. Of the four terms in the double commutator two survive:

$$\langle0|\big[[\hat\rho_{\mathbf Q},H],\hat\rho^\dagger_{\mathbf Q'}\big]|0\rangle=\langle\hat\rho_{\mathbf Q}H\hat\rho^\dagger_{\mathbf Q'}\rangle+\langle\hat\rho^\dagger_{\mathbf Q'}H\hat\rho_{\mathbf Q}\rangle=2\sum_s\omega_s\tilde n_s(\mathbf Q)\tilde n_s^*(\mathbf Q'),$$

where real states were used again, $\langle s|\hat\rho_{\mathbf Q}|0\rangle=\langle0|\hat\rho_{\mathbf Q}|s\rangle=\tilde n_s(\mathbf Q)$. If all potentials are local, only the kinetic energy fails to commute with $\hat\rho_{\mathbf Q}$. For one particle, with $a=e^{-i\mathbf Q\cdot\mathbf r}$ and $b=e^{i\mathbf Q'\cdot\mathbf r}$, one has $[\mathbf p,a]=-\mathbf Qa$, so $[a,p^2/2]=\tfrac12(\mathbf Q\cdot\mathbf p\,a+a\,\mathbf Q\cdot\mathbf p)$; and $[\mathbf p,b]=\mathbf Q'b$, so each half contributes $\tfrac12\mathbf Q\cdot\mathbf Q'\,ab$. The expectation value of $\sum_je^{-i(\mathbf G-\mathbf G')\cdot\mathbf r_j}$ is $V\rho(\mathbf G-\mathbf G')$ with $\rho(\mathbf G)=V^{-1}\int\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$. Thus

$$\Omega^2_{\mathbf G\mathbf G'}=v(\mathbf Q)\,\mathbf Q\cdot\mathbf Q'\,\rho(\mathbf G-\mathbf G')=\omega_p^2\,\frac{(\mathbf q+\mathbf G)\cdot(\mathbf q+\mathbf G')}{|\mathbf q+\mathbf G|^2}\,\frac{\rho(\mathbf G-\mathbf G')}{\rho(0)},\qquad\omega_p^2=4\pi\rho(0).\tag{18}$$

In the RPA, $(1-v\chi_0)^{-1}-1=v\chi_0+O(\omega^{-4})$, and the same commutator with the mean-field Hamiltonian gives (18) with the mean-field density of the electrons included in $\chi_0$. The program asserts the first form of (18) against the RPA matrix of the model crystal at a large imaginary frequency. A nonlocal pseudopotential does not commute with $\hat\rho_{\mathbf Q}$ and adds a term that (18) omits; (18) is then a prescription and no longer a sum rule obeyed by the computed $\chi_0$.

Meeting both conditions would require $A=\Omega^2$ and $\tilde\omega^2=\Omega^2/D$. Write the ratio in polar form,

$$\lambda e^{i\phi}=\frac{\Omega^2_{\mathbf G\mathbf G'}}{D_{\mathbf G\mathbf G'}}.\tag{19}$$

On the diagonal, (5) gives $D=v\,V^{-1}\sum_s2|\tilde n_s|^2/\omega_s>0$ and $\Omega^2=\omega_p^2>0$, so $\phi=0$ and $\tilde\omega^2=\sum_s\omega_s|\tilde n_s|^2/\sum_s\omega_s^{-1}|\tilde n_s|^2$, an average of $\omega_s^2$ with the positive weights $|\tilde n_s|^2/\omega_s$. At large $|\mathbf Q|$ this pole stands for the centre of the particle–hole continuum and not for a collective mode. Off the diagonal the weights are complex. If the crystal has an inversion centre at the origin, $\chi(\mathbf r,\mathbf r')=\chi(-\mathbf r,-\mathbf r')$ is real, so $D$ and $\rho(\mathbf G)$ are real and $\phi$ is $0$ or $\pi$. Moving the origin multiplies $D$ and $\Omega^2$ by the same phase, so this holds wherever the centre lies. Without inversion $\phi$ is general, and the four real conditions cannot be met by the three real numbers $\operatorname{Re}A$, $\operatorname{Im}A$, $\tilde\omega$. The static condition is kept in full, $A=\tilde\omega^2D=\tilde\omega^2\Omega^2e^{-i\phi}/\lambda$, and the sum rule is weakened to $\operatorname{Re}(A/\Omega^2)=1$, that is $\tilde\omega^2\cos\phi/\lambda=1$:

$$\tilde\omega^2=\frac{\lambda}{\cos\phi},\qquad A=\Omega^2\,\frac{e^{-i\phi}}{\cos\phi}=\Omega^2\,(1-i\tan\phi).\tag{20}$$

The replacement of $A$ by $\Omega^2$ in (14) and (15) is correct only where $\phi=0$.

The self-energy matrix remains Hermitian at real $E$ away from poles. Both $\Omega^2_{\mathbf G\mathbf G'}v(\mathbf Q')=v(\mathbf Q)\mathbf Q\cdot\mathbf Q'\rho(\mathbf G-\mathbf G')v(\mathbf Q')$ and $D_{\mathbf G\mathbf G'}v(\mathbf Q')=-W^c_{\mathbf G\mathbf G'}(0)$ are Hermitian matrices. Their element-wise ratio (19) goes into its complex conjugate under $\mathbf G\leftrightarrow\mathbf G'$, so $\tilde\omega$ is symmetric and $Av(\mathbf Q')=-\tilde\omega^2W^c(0)$ is Hermitian. A Hermitian kernel between $M^*_{mn}$ and $M_{mn'}$ gives $\Sigma_{nn'}=\Sigma_{n'n}^*$.

When $\cos\phi\le0$, including $\phi=\pi$ in a centrosymmetric crystal, (20) has no real solution. For $\cos\phi<0$ the poles of (6) would lie on the imaginary axis, which (5) forbids, and the derivation of (12) does not apply; at $\cos\phi=0$ the pole moves to infinity. Some rule outside the model is needed. The program sets $A=0$ for such elements, which discards their static screening as well; an alternative is to keep them in the static limit of section 7. In the model crystal $142$ of the $170$ elements with nonzero wave vectors have a real pole, and the program asserts that all diagonal ones are among them.

Other fits change $A$ and $\tilde\omega$ and leave (14) to (16) as they are; the numbers of sections 7, 9 and 10 belong to the Hybertsen–Louie fit. In the Godby–Needs scheme the second condition is the matrix at one imaginary frequency $i\nu$, where (6) gives $D_1=A/(\nu^2+\tilde\omega^2)$. Dividing by (17), $D_1(\nu^2+\tilde\omega^2)=D\tilde\omega^2$, so $\tilde\omega^2=\nu^2D_1/(D-D_1)$, again subject to being real and positive.

At $\mathbf q+\mathbf G\to0$ the Coulomb factor diverges as $q^{-2}$. The divergence is integrable in three dimensions, and on a finite mesh the $\mathbf q=0$ term has to be replaced by an average over the small cell around it. The head of (18) stays at $\omega_p^2$, so $\tilde\omega_{00}^2\to\omega_p^2/(1-\epsilon^{-1}_{00})$, which is $\omega_p^2$ for a metal, where $\epsilon^{-1}_{00}(\mathbf q\to0,0)=0$, and larger for an insulator.

## 7. Static limit, closure and the sum over empty bands

Let $\tilde\omega\to\infty$ with $D=A/\tilde\omega^2$ fixed, which amounts to neglecting $x$ beside $\tilde\omega$. The bracket in (14) becomes $\delta-D=\epsilon^{-1}(0)$, and the fraction in (15) becomes $-Dv=W^c(0)$; the program asserts both limits symbolically. The Coulomb-hole kernel no longer depends on $m$, and completeness gives $\sum_mM^*_{mn}(\mathbf G)M_{mn'}(\mathbf G')=\langle n\mathbf k|e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}|n'\mathbf k\rangle$. By (2) with $\mathbf r'=\mathbf r$,

$$\Sigma^{\rm COH}_{nn'}\to\frac1{2V}\sum_{\mathbf q\mathbf G\mathbf G'}W^c_{\mathbf G\mathbf G'}(\mathbf q,0)\langle n\mathbf k|e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}|n'\mathbf k\rangle=\tfrac12\langle n\mathbf k|W^c(\mathbf r,\mathbf r;0)|n'\mathbf k\rangle.\tag{21}$$

This is static COHSEX. The Coulomb hole has become a local potential, half the potential that the induced charge produces at the position of the static charge that induces it; the half is the usual one for a charge built up from zero in a linear medium. The program asserts (21) by comparing the band sum with the real-space diagonal.

At finite $\tilde\omega$ each term of (15) is the static term times $\tilde\omega/(\tilde\omega-x)$. The factor depends on $m$, closure is lost, and the empty bands must be summed. For $x<0$ the factor is below one, so the diagonal terms from states above $E$ are weaker than their static values.

The model crystal shows the convergence. It has lattice constant $6.0$ bohr, $4$ cells, potential $0.5\cos gx+0.3\sin2gx$ Ha with $g$ the primitive reciprocal vector, an interaction $4\pi/(Q^2+\kappa^2)$ with $\kappa=0.5$ bohr$^{-1}$, and one filled band. It represents no material. The gap is $0.4908$ Ha and $E$ is set at midgap, $0.0576$ Ha. For the lowest band at $k=2\pi/L$, with $L$ the ring length, the Coulomb hole summed over $1$, $2$, $4$ and $8$ bands is $-1.515$, $-1.979$, $-2.336$ and $-2.4124$ Ha, against $-2.4127$ Ha for all bands of the basis. Four bands miss $0.077$ Ha, about $3\%$ of the full sum. The static value (21), formed from the same $142$ elements of $W^c$ with the others set to zero, is $-2.461$ Ha, about $2\%$ more negative than the full dynamic sum. These numbers belong to a dielectric matrix cut at $|Q|\le13\times2\pi/L$ and are not converged in that cutoff: at $29\times2\pi/L$ the full sum is $-2.431$ Ha, the static value is $-2.493$ Ha, four bands miss about $0.09$ Ha and eight bands $0.005$ Ha. The rate seen here belongs to one dimension and a small dielectric matrix and does not carry over to three dimensions. What carries over is that $M_{mn}(\mathbf G)$ connects $n$ to states of momentum shifted by $\mathbf q+\mathbf G$, so components with larger $|\mathbf q+\mathbf G|$ couple to higher bands, and the number of bands and the cutoff of the dielectric matrix have to be converged together.

The sum of screened exchange and Coulomb hole has poles only at the energies for emission of a model plasmon, the Hybertsen–Louie fit fixes $A$ and $\tilde\omega$ where $\cos\phi>0$, and the static limit is COHSEX. It remains to obtain quasiparticle energies, to check the formulas along the imaginary axis, and to work through potassium as an electron gas.
